# The free-particle Foldy-Wouthuysen transformation in closed form, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one direction of momentum to the general transformation

### Definitions and conventions

Hartree atomic units are used: $\hbar=1$, the electron mass is 1 and the elementary charge is 1. The speed of light is then $c=137.035999$, and the rest energy of the electron is $c^2=18778.87$ hartree.

The Pauli matrices are

$$
\sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_y=\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad
\sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
$$

Each one squares to the unit matrix, and two different ones anticommute, for example $\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x$. For a vector $\mathbf p$ of ordinary numbers, $\sigma\cdot\mathbf p=\sigma_xp_x+\sigma_yp_y+\sigma_zp_z$.

A Dirac spinor has four components. They are grouped into an upper pair $\chi$ and a lower pair $\varphi$, so that every $4\times4$ matrix can be written as four $2\times2$ blocks. In this notation

$$
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\boldsymbol\alpha\cdot\mathbf p=\begin{pmatrix}0&\sigma\cdot\mathbf p\\ \sigma\cdot\mathbf p&0\end{pmatrix},
$$

where 1 stands for the $2\times2$ unit matrix. The Dirac Hamiltonian of a free electron is

$$
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2
=\begin{pmatrix}c^2&c\,\sigma\cdot\mathbf p\\ c\,\sigma\cdot\mathbf p&-c^2\end{pmatrix}.
$$

No potential is present. The Hamiltonian therefore commutes with the momentum operator, and on a plane wave $e^{i\mathbf p\cdot\mathbf r}$ that operator may be replaced by the vector $\mathbf p$. The problem becomes a separate $4\times4$ matrix problem for each $\mathbf p$. The length of the vector is written $p$, and

$$
E_p=+\sqrt{c^4+c^2p^2}.
$$

The off-diagonal blocks of $H$ mix upper and lower components. The aim is a unitary matrix $U$ for which $UHU^\dagger$ has no such blocks. Then the upper pair obeys an equation of its own, with two components instead of four.

### The simple case: momentum along z

Let $\mathbf p=(0,0,p)$ with $p>0$. Then $\sigma\cdot\mathbf p=p\,\sigma_z$ is diagonal. The first component of the spinor is coupled to the third alone, by the element $+cp$, and the second to the fourth alone, by $-cp$. Let $s=+1$ label the first pair (spin up) and $s=-1$ the second pair (spin down). Each pair has the $2\times2$ Hamiltonian

$$
h_s=\begin{pmatrix}c^2&s\,cp\\ s\,cp&-c^2\end{pmatrix}.
$$

Its square is easily found. The diagonal elements of $h_s^2$ are both $c^4+c^2p^2$, because $s^2=1$. The off-diagonal elements are $c^2(s\,cp)+(s\,cp)(-c^2)=0$. Hence $h_s^2=E_p^2$ times the unit matrix, and every eigenvalue is $+E_p$ or $-E_p$. The trace of $h_s$ is zero, so there is one of each.

A real symmetric $2\times2$ matrix can be made diagonal by a rotation. Let the rotation be

$$
u_s=\begin{pmatrix}\cos\theta&s\sin\theta\\-s\sin\theta&\cos\theta\end{pmatrix}.
$$

The sign $s$ in front of the sine lets one angle serve both spins. Multiplying from the left gives

$$
u_sh_s=\begin{pmatrix}
c^2\cos\theta+cp\sin\theta & s(cp\cos\theta-c^2\sin\theta)\\
s(cp\cos\theta-c^2\sin\theta) & -cp\sin\theta-c^2\cos\theta
\end{pmatrix}.
$$

Now multiply from the right by the transpose of $u_s$, whose first column is $(\cos\theta,\;s\sin\theta)$ and whose second column is $(-s\sin\theta,\;\cos\theta)$. The upper diagonal element is

$$
c^2\cos^2\theta+cp\sin\theta\cos\theta+cp\sin\theta\cos\theta-c^2\sin^2\theta
=c^2\cos2\theta+cp\sin2\theta .
$$

The upper right element is

$$
s\left[-c^2\sin\theta\cos\theta-cp\sin^2\theta+cp\cos^2\theta-c^2\sin\theta\cos\theta\right]
=s\left[cp\cos2\theta-c^2\sin2\theta\right].
$$

The lower left element equals it by symmetry, and the lower diagonal element is minus the upper one because a rotation keeps the trace at zero. The coupling vanishes when

$$
\tan2\theta=\frac{p}{c}.
$$

This condition fixes $2\theta$ up to multiples of $180^\circ$. The solution with $0<2\theta<90^\circ$ belongs to a right triangle with legs $c^2$ and $cp$ and hypotenuse $E_p$:

$$
\cos2\theta=\frac{c^2}{E_p},\qquad \sin2\theta=\frac{cp}{E_p}.
$$

The upper diagonal element becomes $(c^4+c^2p^2)/E_p=E_p$. Had $2\theta$ been increased by $180^\circ$, both the sine and the cosine would have changed sign, and the upper element would have been $-E_p$. The smaller angle thus places the positive energy in the upper component.

The half-angle formulas now give the factors of the rotation itself. First,

$$
\cos^2\theta=\frac{1+\cos2\theta}{2}=\frac{E_p+c^2}{2E_p},
\qquad
A\equiv\cos\theta=\sqrt{\frac{E_p+c^2}{2E_p}} .
$$

Second,

$$
r\equiv\tan\theta=\frac{\sin2\theta}{1+\cos2\theta}
=\frac{cp/E_p}{1+c^2/E_p}=\frac{cp}{E_p+c^2}.
$$

Taking $A$ out of the rotation leaves

$$
u_s=A\begin{pmatrix}1&s\,r\\-s\,r&1\end{pmatrix}.
$$

### Limits of the simple case

For a slow electron, $p\ll c$, the angle is small: $2\theta\approx p/c$, so $\theta\approx p/(2c)$. Then $r\approx p/(2c)$ and $A\approx1-\theta^2/2=1-p^2/(8c^2)$. At $p=0$ the rotation is the identity, as it should be, because $h_s$ is already diagonal there.

For $p\gg c$ the ratio $p/c$ grows without limit, $2\theta$ approaches $90^\circ$ and $\theta$ approaches $45^\circ$. Then $A\to1/\sqrt2$ and $r\to1$. Upper and lower components enter the eigenvectors with equal weight, because the coupling $cp$ has become much larger than the diagonal elements $\pm c^2$. For every finite momentum the angle remains below $45^\circ$.

### Numbers for a fast electron

Take $p=130$ a.u., a little below $c$, so that no expansion in $p/c$ is accurate after a term or two. Here $p/c=0.9487$, and

$$
E_p=c\sqrt{c^2+p^2}=137.036\sqrt{18778.87+16900}=25884.5\ \text{hartree},
$$

which is 704.35 keV. The sum $E_p+c^2$ is $44663.4$ hartree, and therefore

$$
A^2=\frac{44663.4}{2\times25884.5}=0.8627,\qquad A=0.9288,
$$

$$
r=\frac{137.036\times130}{44663.4}=0.3989 .
$$

The angle with this tangent is $\theta=21.75^\circ$. Twice this angle is $43.49^\circ$, whose tangent is $0.949$, in agreement with $p/c$.

### Putting the two spins together

The signs $s=\pm1$ are the eigenvalues of $\sigma_z$. The two rotations $u_{+}$ and $u_{-}$ can therefore be written as one $4\times4$ matrix, with $s\,r$ replaced by $r\sigma_z$. For momentum along $z$,

$$
r\,\sigma_z=\frac{c\,p\,\sigma_z}{E_p+c^2}=\frac{c\,\sigma\cdot\mathbf p}{E_p+c^2}.
$$

The last form makes no reference to the $z$ axis. It suggests that for any direction

$$
R=\frac{c\,\sigma\cdot\mathbf p}{E_p+c^2},\qquad
U=A\begin{pmatrix}1&R\\-R&1\end{pmatrix}.
$$

So far this is a suggestion. It is now derived for an arbitrary vector $\mathbf p$, without use of the special case.

### Arbitrary direction: the energies

The property needed is the square of $\sigma\cdot\mathbf p$. In the product

$$
(\sigma\cdot\mathbf p)^2=\sum_{i,j}p_ip_j\,\sigma_i\sigma_j
$$

the terms with $i\ne j$ cancel in pairs, since $p_ip_j=p_jp_i$ while $\sigma_i\sigma_j=-\sigma_j\sigma_i$. The terms with $i=j$ give $p_x^2+p_y^2+p_z^2$. Hence $(\sigma\cdot\mathbf p)^2=p^2$.

Both diagonal blocks of $H^2$ are then $c^4+c^2p^2$, and the off-diagonal blocks are $c^2(c\,\sigma\cdot\mathbf p)-(c\,\sigma\cdot\mathbf p)c^2=0$. So $H^2=E_p^2$, and the four eigenvalues are each $+E_p$ or $-E_p$. The trace of $H$ is zero, so two are positive and two are negative.

### Arbitrary direction: the eigenvectors

For energy $+E_p$ the two rows of the Dirac equation are

$$
c^2\chi+c\,\sigma\cdot\mathbf p\,\varphi=E_p\chi,\qquad
c\,\sigma\cdot\mathbf p\,\chi-c^2\varphi=E_p\varphi .
$$

The second row can be solved for the lower pair, because $E_p+c^2$ is never zero:

$$
\varphi=\frac{c\,\sigma\cdot\mathbf p}{E_p+c^2}\,\chi=R\chi .
$$

This is where $R$ comes from: it produces the lower pair of a positive-energy state from the upper pair. The first row must also hold. Its left side is

$$
c^2\chi+\frac{c^2p^2}{E_p+c^2}\chi
=c^2\chi+\frac{(E_p-c^2)(E_p+c^2)}{E_p+c^2}\chi=E_p\chi ,
$$

where $c^2p^2=E_p^2-c^4$ was used. The first row is satisfied for every $\chi$. Since $\chi$ has two free components, this gives both positive-energy states.

For energy $-E_p$ the first row reads $c^2\chi+c\,\sigma\cdot\mathbf p\,\varphi=-E_p\chi$, and it gives $\chi=-R\varphi$. The second row then has the left side $-[c^2p^2/(E_p+c^2)+c^2]\varphi=-E_p\varphi$, as required.

### Arbitrary direction: normalization and the matrix U

The matrix $R$ is Hermitian, because the Pauli matrices are Hermitian and $\mathbf p$ is real. Its square is a number:

$$
R^2=\frac{c^2p^2}{(E_p+c^2)^2}=\frac{E_p-c^2}{E_p+c^2}.
$$

The squared length of the spinor $(\chi,R\chi)$ is $\chi^\dagger(1+R^2)\chi$, with

$$
1+R^2=\frac{(E_p+c^2)+(E_p-c^2)}{E_p+c^2}=\frac{2E_p}{E_p+c^2}=\frac1{A^2}.
$$

So $A$ is the normalization factor. If $\chi$ has unit length, then $A(\chi,R\chi)$ has unit length too, and the same holds for $A(-R\varphi,\varphi)$. Positive- and negative-energy states are orthogonal: their inner product is $A^2(-\chi^\dagger R\varphi+\chi^\dagger R\varphi)=0$.

Now let $U^\dagger$ be the matrix that turns $(\chi,0)$ into $A(\chi,R\chi)$ and $(0,\varphi)$ into $A(-R\varphi,\varphi)$. Its block columns are these two results, so

$$
U^\dagger=A\begin{pmatrix}1&-R\\R&1\end{pmatrix},\qquad
U=A\begin{pmatrix}1&R\\-R&1\end{pmatrix}.
$$

It maps an orthonormal basis to an orthonormal basis and is therefore unitary. Acting with $H$ after $U^\dagger$ multiplies the first kind of state by $+E_p$ and the second kind by $-E_p$. In matrix form this is $HU^\dagger=U^\dagger\beta E_p$. Multiplication by $U$ from the left gives the result:

$$
UHU^\dagger=\beta E_p=\beta\sqrt{c^4+c^2p^2}.
$$

It holds for every real $\mathbf p$, since no step assumed that $p/c$ is small. For $\mathbf p$ along $z$ it returns the two rotations of the simple case, and for $\mathbf p=0$ it gives $R=0$, $A=1$ and $U=1$.

## Second half: what the transformation does, and where it stops working

### Symbols and results carried over

In Hartree atomic units the free Dirac Hamiltonian at momentum $\mathbf p$ is $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$, with blocks $\pm c^2$ on the diagonal and $c\,\sigma\cdot\mathbf p$ off it. The quantities found are

$$
E_p=\sqrt{c^4+c^2p^2},\quad
A=\sqrt{\frac{E_p+c^2}{2E_p}},\quad
R=\frac{c\,\sigma\cdot\mathbf p}{E_p+c^2},\quad
U=A\begin{pmatrix}1&R\\-R&1\end{pmatrix},
$$

and they satisfy $UHU^\dagger=\beta E_p$. Also, $(\sigma\cdot\mathbf p)^2=p^2$, $R^2=(E_p-c^2)/(E_p+c^2)$, and $A=\cos\theta$ with $\tan2\theta=p/c$. A positive-energy state has the form $A(\chi,R\chi)$. The example has $p=130$ a.u., $c^2=18778.87$ hartree, $E_p=25884.5$ hartree and $A=0.9288$.

### Multiplying out the blocks

The result was obtained from the eigenvectors. Direct multiplication confirms it and shows how the energy is assembled. The first product is

$$
UH=A\begin{pmatrix}
c^2+cR\,\sigma\cdot\mathbf p & c\,\sigma\cdot\mathbf p-c^2R\\
c\,\sigma\cdot\mathbf p-c^2R & -c^2-cR\,\sigma\cdot\mathbf p
\end{pmatrix}.
$$

Because $R$ is a multiple of $\sigma\cdot\mathbf p$, the two commute, and

$$
cR\,\sigma\cdot\mathbf p=\frac{c^2p^2}{E_p+c^2}=E_p-c^2 .
$$

Multiplying by $U^\dagger$, whose second block column is $A(-R,1)$, gives the upper right block

$$
A^2\left[-c^2R-(E_p-c^2)R+c\,\sigma\cdot\mathbf p-c^2R\right]
=A^2\left[c\,\sigma\cdot\mathbf p-(E_p+c^2)R\right]=0 .
$$

The last step is the definition of $R$. The first block column of $U^\dagger$ is $A(1,R)$, and the upper left block is

$$
A^2\left[c^2+(E_p-c^2)+(E_p-c^2)-c^2R^2\right]
=A^2c^2(1-R^2)+2A^2(E_p-c^2).
$$

The first term comes from $\beta c^2$ and the second from $c\,\boldsymbol\alpha\cdot\mathbf p$. With $1-R^2=2c^2/(E_p+c^2)$ they are

$$
A^2c^2(1-R^2)=\frac{c^4}{E_p},\qquad
2A^2(E_p-c^2)=\frac{E_p^2-c^4}{E_p}=\frac{c^2p^2}{E_p}.
$$

Their sum is $E_p$. In the example it is $13623.8+12260.7=25884.5$ hartree.

The limit of small momentum is instructive. The second term tends to $p^2$, which is twice the nonrelativistic kinetic energy. The first is $c^2/\sqrt{1+p^2/c^2}\approx c^2-p^2/2$. The sum is $c^2+p^2/2$, as it must be: half of what the coupling term contributes is offset by the fall in the rest-energy term, which occurs because part of the state lies in the lower components.

The matrix $U$ has been derived for every real $\mathbf p$, and direct multiplication has confirmed that it turns the free Dirac Hamiltonian into $\beta E_p$. It remains to examine the other root of the decoupling condition, the form of $U$ as a rotation and how far it is determined, its effect on states, the expansion for slow electrons, and the coupling that is left when a potential is added.

All numerical values are calculated from the stated model.
